# Conduction g factor of InSb from the eight-band Kane model

## Problem

A zinc-blende semiconductor has an s-like conduction edge $\Gamma_6$ at energy zero. Its p-like valence edge $\Gamma_8$ lies at $-E_g$, and the split-off edge $\Gamma_7$ at $-E_g-\Delta$. The momentum operator couples the s and p states with strength $P$, which is also expressed as an energy,

$$E_p=\frac{2m_0P^2}{\hbar^2}.$$

A uniform magnetic field $\mathbf B$ is applied. The electron has charge $-e$, so its wave vector becomes $\mathbf K=-i\nabla+e\mathbf A/\hbar$. The bare spin energy is $\mu_B\,\boldsymbol\sigma\cdot\mathbf B$ with $\mu_B=e\hbar/2m_0$, which means a bare g factor of 2.

(a) Find the g factor at the conduction edge, defined through the lowest Landau level at zero wave vector along the field:

$$g^*=\lim_{B\to0}\frac{E_\uparrow-E_\downarrow}{\mu_BB}.$$

(b) Evaluate it for InSb, using the rough low-temperature values $E_g=0.235$ eV, $\Delta=0.81$ eV and $E_p=23.3$ eV.

(c) Find how the spin splitting changes when the electron has a finite energy $E$ above the edge.

Other bands, and terms that arise from the missing inversion centre of the crystal, are left out.

## First estimate by scaling

In a low Landau level the wave vector has the size of the inverse magnetic length, $K^2\sim 1/l_B^2=eB/\hbar$. The coupling to the valence band is then about $P/l_B$. At 1 T, with $l_B=25.7$ nm and $P=0.942$ eV nm, this is 37 meV. It is small compared with the gap, so second-order perturbation theory applies and gives a shift of size

$$\frac{P^2}{E_g}\,\frac{eB}{\hbar}=\frac{E_p}{E_g}\,\mu_BB ,$$

where $P^2e/\hbar=(E_p\hbar^2/2m_0)(e/\hbar)=E_p\mu_B$ was used. If a fair part of this shift depends on spin, the band contribution to the g factor has the size

$$|\delta g|\sim\frac{E_p}{E_g}=\frac{23.3}{0.235}\approx 99 .$$

The bare value 2 is thus a small correction. The estimate gives neither the sign nor the numerical factor. It also ignores $\Delta$, although without spin-orbit coupling the orbital motion cannot act on the spin, and $\delta g$ must then vanish.

## Solution

### The commutator

Two components of $\mathbf K$ do not commute. Derivatives commute with each other, as do the components of $\mathbf A$, so the mixed terms alone remain:

$$[K_x,K_y]=\frac e\hbar\left(-i\,\partial_xA_y+i\,\partial_yA_x\right)=-\frac{ie}{\hbar}B_z .$$

The $z$ component of $\mathbf K\times\mathbf K$ is $K_xK_y-K_yK_x$. The other components follow by cyclic exchange, hence

$$\mathbf K\times\mathbf K=-\frac{ie}{\hbar}\mathbf B .$$

The free electron confirms the sign of the bare spin energy. From $\sigma_i\sigma_j=\delta_{ij}+i\varepsilon_{ijk}\sigma_k$,

$$\frac{\hbar^2}{2m_0}(\boldsymbol\sigma\cdot\mathbf K)^2=\frac{\hbar^2}{2m_0}\left[K^2+i\boldsymbol\sigma\cdot(\mathbf K\times\mathbf K)\right]=\frac{\hbar^2K^2}{2m_0}+\mu_B\,\boldsymbol\sigma\cdot\mathbf B .$$

### The eight-band equations

Let $\varphi$ be the two-component spinor envelope of the s band, and $\chi_j$ those of the p states $j=X,Y,Z$. With the coupling $\langle S|H|j\rangle=iPK_j$ and its adjoint $-iPK_j$,

$$E\varphi=\left(\frac{\hbar^2K^2}{2m_0}+\mu_B\boldsymbol\sigma\cdot\mathbf B\right)\varphi+iP\sum_jK_j\chi_j ,$$

$$E\chi_i=\sum_j(H_v+W)_{ij}\chi_j-iPK_i\varphi .$$

Here $W$ stands for the bare kinetic and spin energies of the p bands, and $H_v$ holds their edges:

$$H_v=-E_g+\frac\Delta3(\mathbf L\cdot\boldsymbol\sigma-1),\qquad (L_k)_{ij}=-i\varepsilon_{kij}.$$

For $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ with $L^2=2$, squaring gives $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-\tfrac{11}{4}$. This equals $1$ for $j=3/2$ ($\Gamma_8$) and $-2$ for $j=1/2$ ($\Gamma_7$), so $H_v$ has the required levels $-E_g$ and $-E_g-\Delta$.

### Eliminating the valence bands

The second equation gives $\chi_i=-iP\sum_j[(E-H_v-W)^{-1}]_{ij}K_j\varphi$. In a low Landau level both $E$ and $W$ are of order $B$. The operator to their left and right already contains two factors of $\mathbf K$, which are together of order $B$. Keeping $E$ and $W$ in the denominator would therefore change the energy at order $B^2$, and for the limit in question both may be dropped. Inserting $\chi_j$ in the first equation, with $(iP)(-iP)=P^2$, gives

$$H_{\rm eff}=\frac{\hbar^2K^2}{2m_0}+\mu_B\boldsymbol\sigma\cdot\mathbf B+P^2\sum_{ij}K_iG_{ij}K_j,\qquad G=(-H_v)^{-1}.$$

The order of $K_i$ and $K_j$ must be kept.

The projectors on the two valence levels are linear in $\mathbf L\cdot\boldsymbol\sigma$, because this operator has two eigenvalues:

$$\Pi_8=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad \Pi_7=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3}.$$

Since $(\mathbf L\cdot\boldsymbol\sigma)_{ij}=-i\varepsilon_{ijk}\sigma_k$, with a sum over $k$,

$$G_{ij}=\left[\frac{\Pi_8}{E_g}+\frac{\Pi_7}{E_g+\Delta}\right]_{ij}=\alpha\,\delta_{ij}-i\beta\,\varepsilon_{ijk}\sigma_k ,$$

$$\alpha=\frac13\left(\frac2{E_g}+\frac1{E_g+\Delta}\right),\qquad \beta=\frac13\left(\frac1{E_g}-\frac1{E_g+\Delta}\right)=\frac{\Delta}{3E_g(E_g+\Delta)} .$$

The symmetric part of $G$ multiplies $K^2$. The antisymmetric part picks out the commutator:

$$\sum_{ij}K_iG_{ij}K_j=\alpha K^2-i\beta\,\boldsymbol\sigma\cdot(\mathbf K\times\mathbf K)=\alpha K^2-\beta\frac e\hbar\,\boldsymbol\sigma\cdot\mathbf B ,$$

because $(-i)(-i)=-1$. With $P^2=E_p\hbar^2/2m_0$ and $P^2e/\hbar=E_p\mu_B$,

$$H_{\rm eff}=\frac{\hbar^2K^2}{2m_0}(1+E_p\alpha)+\mu_B(1-E_p\beta)\,\boldsymbol\sigma\cdot\mathbf B .$$

The first bracket is $m_0/m^*$. The second is $g^*/2$, which answers part (a):

$$\boxed{g^*=2-\frac{2E_p\Delta}{3E_g(E_g+\Delta)}}$$

This is Roth's formula. If the components of $\mathbf K$ commuted, the antisymmetric part of $G$ would drop out and the value 2 would remain.

### Numbers for InSb

The two terms of $\beta$ give separate contributions:

$$\Gamma_8:\ -\frac{2(23.3)}{3(0.235)}=-66.1,\qquad \Gamma_7:\ +\frac{2(23.3)}{3(1.045)}=+14.9 .$$

Their sum with the bare value is $g^*=2-66.1+14.9=-49.2$, or about $-50$. The mass follows from

$$\frac{m_0}{m^*}=1+\frac{23.3}{3}\left(\frac{2}{0.235}+\frac1{1.045}\right)=74.5,\qquad m^*=0.0134\,m_0 .$$

Numerical diagonalization of the full eight-band Hamiltonian, with $W$ included, gives $-49.23$ at 0.001 T, the same as the formula to these digits. With $\Delta=0$ it gives 2.0000 at 1 T.

The negative sign puts the state with spin along $\mathbf B$ below the other. At 1 T the small-field spin splitting $|g^*|\mu_BB$ is 2.85 meV and the cyclotron energy is 8.63 meV, a ratio of 0.33. When $\Delta\gg E_g$ and $E_p\gg E_g$, the formulas reduce to $m_0/m^*\approx2E_p/3E_g\approx-g^*$. The cyclotron energy is $\hbar eB/m^*=2\mu_BB\,m_0/m^*$, so the ratio then tends to 1/2. InSb stays below this mainly because its $\Gamma_7$ band is not infinitely far away.

### Finite electron energy

For part (c), $E$ is kept in the denominators while the small term $W$ is dropped. This replaces $E_g$ by $E_g+E$ in $\alpha$ and $\beta$:

$$M(E)=1+\frac{E_p}{3}\left(\frac2{E_g+E}+\frac1{E_g+\Delta+E}\right),$$

$$g(E)=2-\frac{2E_p}{3}\left(\frac1{E_g+E}-\frac1{E_g+\Delta+E}\right).$$

At zero wave vector along the field, $K_x$ and $K_y$ form an oscillator pair, and $K^2=(2n+1)eB/\hbar$. With $T=\hbar^2K^2/2m_0$, the levels obey

$$E=T\,M(E)\pm\tfrac12g(E)\mu_BB .$$

Let $E_0=TM(E_0)$ be the level without the spin term, and set $E=E_0+\delta_\pm$. To first order in $\delta_\pm$, and with the small variation of $g$ across the splitting neglected,

$$\delta_\pm\,[1-TM'(E_0)]=\pm\tfrac12g(E_0)\mu_BB .$$

Since $T=E_0/M(E_0)$, the observed g factor of a level at energy $E$ is

$$g_{\rm level}(E)=\frac{g(E)}{1-E\,M'(E)/M(E)} .$$

$M'$ is negative, so the denominator exceeds 1. It accounts for the part of the state that lies in the valence bands. Dropping $W$ leaves out the bare spin and kinetic energy of that part. This costs about 0.1 in $g$ for InSb at 40 to 50 meV, but it matters when $|g|$ is small: for $\Delta=0$ the formula gives 1.95 for the lowest level at 1 T, while the full model gives 2.

At 1 T the full model puts the two lowest levels at 2.865 meV (up) and 5.608 meV (down), with mean 4.24 meV. At this energy $g=-48.1$, $M=73.3$ and $M'=-278$ eV$^{-1}$, so the denominator is $1+0.00424\times278/73.3=1.016$ and $g_{\rm level}=-47.4$. The full diagonalization also gives $-47.4$, both for a field along [001] and along [111], as it must, because this model is isotropic.

## Comparison

The scaling estimate gave $|\delta g|\sim99$, while the solution gives $\delta g=-51.2$. The ratio of the two magnitudes is

$$\frac{|\delta g|}{E_p/E_g}=\frac23\,\frac{\Delta}{E_g+\Delta}=\frac23\times0.775=0.52 .$$

In the factor 2/3, the projectors supply 1/3, and a factor 2 arises because $g^*$ measures the difference between two opposite spin shifts. The second factor comes from the partial cancellation between $\Gamma_8$ and $\Gamma_7$. For InSb the estimate is too large by a factor of two. It fails badly when $\Delta\ll E_g$, where the ratio falls to $2\Delta/3E_g$.

The measured band-edge value in InSb is also roughly $-50$. This agreement tests the model to a few units only, because the result is sensitive to the inputs: raising $E_p$ by 1 eV shifts $g^*$ by $-2.2$, and raising $E_g$ by 0.01 eV shifts it by $+2.6$. Within the model $E_p$ can also be fixed by the mass: $m^*=0.0135\,m_0$ gives $g^*=-48.9$, and $0.0139\,m_0$ gives $-47.4$. A second p-like pair of levels 3.0 and 3.4 eV above the edge, with an assumed coupling energy of 5 eV, adds only $-0.13$ at fixed $E_p$. Its indirect effects are larger. It also changes the mass, and refitting $E_p$ to keep $m^*$ fixed turns the shift into $-1.2$. The model also omits a spin-orbit coupling $(\Delta^-/3)\,\mathbf L\cdot\boldsymbol\sigma$ between this pair and the valence levels. For an assumed $\Delta^-=\pm0.1$ eV it adds about $\pm0.9$, which turns the $-0.13$ into about $+0.8$ or $-1.0$ at fixed $E_p$.

In a doped sample the electrons at the Fermi energy do not sit at the band edge. With the gap held fixed, the model gives these values at the zero-temperature, zero-field Fermi energy. They apply in weak fields; at $10^{15}$ cm$^{-3}$ only the lowest spin level is occupied above about 0.55 T.

| Density (cm$^{-3}$) | Fermi energy (meV) | $g_{\rm level}$ |
|---|---|---|
| $10^{15}$ | 2.7 | $-48$ |
| $10^{16}$ | 12 | $-44$ |
| $10^{17}$ | 49 | $-33$ |

At the highest density the magnitude is about a third below its band-edge value. The real valence bands also carry remote-band kinetic and Zeeman terms that $W$ lacks; with remote-band Luttinger parameters of typical size ($\gamma_1$ from 1.75 to 3.25, $\kappa$ from $-1.3$ to $-2$) they reduce the magnitude in the last row by a further 1 to 2, and the 5 T value below by 0.5 to 0.8. A strong field acts in the same direction: the lowest level has $-41.5$ at 5 T.

At room temperature two changes may oppose each other. An electron at the typical thermal energy $\tfrac32k_BT=39$ meV (the mean for a parabolic band, and somewhat below the mean in this non-parabolic one) has $g_{\rm level}=-36$ if the gap is held at 0.235 eV. Inserting a rough room-temperature gap of 0.17 eV in Roth's formula gives $-74$ at the edge. The second number measures sensitivity and is not a prediction, since a gap shift caused by lattice vibrations need not enter the g factor as a static change of $E_g$ would. With both changes applied in full, the model gives $-49$ at 39 meV, so for an electron of this energy it leaves the value between about $-36$ and $-49$, depending on how much of the gap shift acts. The low-temperature band-edge result does not carry over to a heavily doped sample, and for a warm one the model alone does not fix the value.

## Calculated quantities

```
InSb, rough typical low-temperature inputs
Gap Eg: 0.235 eV
Spin-orbit splitting Delta: 0.810 eV
Kane energy Ep: 23.3 eV
Matrix element P: 0.942 eV nm
Main results
g part from Gamma8: -66.10
g part from Gamma7: 14.86
g* from formula: -49.23
g from diagonalization, 0.001 T: -49.23
g from diagonalization, Delta=0, 1 T: 2.0000
m*/m0: 0.01342
Energies at 1 T
Magnetic length: 25.66 nm
Cyclotron energy, small-field mass: 8.628 meV
Spin splitting |g*| muB B: 2.850 meV
Full model, n=0 spin up: 2.865 meV
Full model, n=0 spin down: 5.608 meV
kT at 4.2 K: 0.362 meV
Neglected effects: finite field
g of n=0 level at 1 T: -47.38
g of n=0 level at 5 T: -41.50
g at 1 T, field along [111]: -47.38
Neglected effects: band filling
Fermi energy at 1e+15 cm^-3: 2.69 meV
g at that Fermi energy: -48.03
Fermi energy at 1e+16 cm^-3: 12.05 meV
g at that Fermi energy: -44.22
Fermi energy at 1e+17 cm^-3: 49.29 meV
g at that Fermi energy: -33.25
Neglected effects: temperature
1.5 kT at 77 K: 9.95 meV
g at that electron energy: -45.03
1.5 kT at 300 K: 38.78 meV
g at that electron energy: -35.83
Rough room-temperature gap: 0.17 eV
g* with that gap, naive: -73.52
Remote bands (assumed round parameters) and inputs
Remote lower level above edge: 3.0 eV
Remote spin-orbit splitting: 0.4 eV
Remote Kane energy: 5.0 eV
Shift of g from remote triplet: -0.131
Shift of g for Ep + 1 eV: -2.20
Shift of g for Eg + 0.01 eV: 2.56
Free-electron g minus 2: 0.00232
```
